**Spacing-axis intercept of a transfer-length plot with unequal sheet resistances**

For two identical contacts of length L, the line of resistance against spacing reaches zero at d = −x₀, with x₀ = 2(R_k/R_s) L_T coth(L/L_T) and L_T = √(ρ_c/R_k). Here R_s and R_k are the sheet resistances between and beneath the contacts, and ρ_c is the interface resistivity. The program solves a Kirchhoff resistor network with three contacts and asserts that its slope, intercept and end resistance agree with the formulas for four combinations of sheet ratio and contact length. It also asserts the potential profile under a contact, the share of current transferred at two depths, and the intercept shift caused by a gradual doping step. In the graphene example x₀ is 0.878 µm while 2L_T is 2.19 µm, so assuming equal sheets makes ρ_c too small by a factor of 2.49. The false parameter pair gives the same line within the network's discretization error, but an end resistance of 0.010 Ω instead of 2.375 Ω. Using that end resistance, the program recovers L_T, R_k and ρ_c. The remaining output sizes ballistic resistance, finite metal resistance, bias-induced doping and self-heating.

## Numerical check

```python
# Result under test: for two equal contacts on a thin sheet, the line R(d) meets
# R = 0 at d = -x0, with x0 = 2 (R_k/R_s) L_T coth(L/L_T), L_T = sqrt(rho_c/R_k).
# R_s: sheet resistance in the gap; R_k: sheet resistance under the metal;
# rho_c: interface resistivity; L: contact length; d: spacing; W: width.
# Lengths are in um, resistances times width in ohm um, rho_c in ohm um^2.
# A Kirchhoff network with three contacts supplies the independent results.
import numpy as np
from scipy import constants as sc
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

CELL = 0.01
SPARE_GAP = 2.0
GAPS = np.array([2.0, 4.0, 6.0, 8.0, 10.0])
WIDTH = 10.0
LENGTH = 4.0

# Rough typical values for hole-doped graphene on oxide with metal contacts
n_gap, mu_gap = 3e12, 2000.0        # cm^-2, cm2/Vs
n_under, mu_under = 1e13, 1500.0    # cm^-2, cm2/Vs
rho_c = 5e-6 * 1e8                  # ohm um^2
R_s = 1 / (sc.e * n_gap * mu_gap)
R_k = 1 / (sc.e * n_under * mu_under)


def network(gap, r_under, rho, length, metal_sheet=0.0, step_width=0.0):
    """Unit current per um of width enters contact 1 and leaves contact 2.
    Contact 3 floats. Returns the voltages of contacts 1 and 3 relative to
    contact 2, and the sheet potential beneath contact 2."""
    nc, ng, n2 = (round(s / CELL) for s in (length, gap, SPARE_GAP))
    under = np.full(nc, r_under)
    sheet = np.concatenate([under, np.full(ng, R_s), under,
                            np.full(n2, R_s), under])
    if step_width:
        nt = round(step_width / CELL)
        s = (np.arange(nt) + 0.5) / nt
        ramp = 1 / ((1 - s) / r_under + s / R_s)
        sheet[nc:nc + nt] = ramp
        sheet[nc + ng - nt:nc + ng] = ramp[::-1]
    n = len(sheet)
    left, right = [np.arange(n - 1)], [np.arange(1, n)]
    cond = [2 / (CELL * (sheet[:-1] + sheet[1:]))]
    starts = [0, nc + ng, 2 * nc + ng + n2]
    total, taps = n, []
    for k, start in enumerate(starts):
        if metal_sheet:
            metal = total + np.arange(nc)
            total += nc
            left.append(metal[:-1])
            right.append(metal[1:])
            cond.append(np.full(nc - 1, 1 / (CELL * metal_sheet)))
            taps.append(metal[0] if k == 0 else metal[-1])
        else:
            metal = np.full(nc, total)
            taps.append(total)
            total += 1
        left.append(start + np.arange(nc))
        right.append(metal)
        cond.append(np.full(nc, CELL / rho))
    a, b, g = map(np.concatenate, (left, right, cond))
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(total, total)).tocsc()
    free = np.flatnonzero(np.arange(total) != taps[1])
    source = np.zeros(total)
    source[taps[0]] = 1.0
    v = np.zeros(total)
    v[free] = spsolve(matrix[free][:, free], source[free],
                      permc_spec="MMD_AT_PLUS_A")
    return v[taps[0]], v[taps[2]], v[starts[1]:starts[1] + nc]


def measure(*args, **kwargs):
    """Simulated spacing plot: resistances, slope, x0, R_c W, R_e W."""
    runs = [network(d, *args, **kwargs) for d in GAPS]
    r = np.array([run[0] for run in runs])
    slope, constant = np.polyfit(GAPS, r, 1)
    assert np.max(np.abs(r - slope * GAPS - constant)) < 1e-5 * r[0]
    return r, slope, constant / slope, constant / 2, runs[0][1]


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


# Intercept and end resistance for several sheet ratios and contact lengths.
# Discretization error is of order (CELL/L_T)^2, below 1e-3 in all cases.
print("Network x0/(2 L_T), dimensionless, against formula:")
for ratio, length in [(0.4, 4.0), (1.0, 4.0), (2.5, 4.0), (1.0, 0.5)]:
    r_under = ratio * R_s
    lt = np.sqrt(rho_c / r_under)
    _, slope, x0, _, end = measure(r_under, rho_c, length)
    formula = ratio / np.tanh(length / lt)
    assert close(slope, R_s, 1e-5)
    assert close(x0 / (2 * lt), formula, 1e-3)
    assert close(end, r_under * lt / np.sinh(length / lt), 1e-3)
    print(f"  R_k/R_s={ratio:.1f}, L={length:.1f} um, L/L_T={length/lt:.2f}:"
          f" {x0/(2*lt):.4f}, {formula:.4f}")

# Worked example
L_T = np.sqrt(rho_c / R_k)
r_true, slope, x0, rc, re = measure(R_k, rho_c, LENGTH)
lt_naive = x0 / 2
rho_naive = slope * lt_naive**2
assert close(rho_naive / rho_c, R_k / R_s, 5e-3)  # finite-length coth factor

# Potential and current transfer beneath contact 2
profile = network(GAPS[0], R_k, rho_c, LENGTH)[2]
x = (np.arange(len(profile)) + 0.5) * CELL
expected = R_k * L_T * np.cosh((LENGTH - x) / L_T) / np.sinh(LENGTH / L_T)
assert np.max(np.abs(profile / expected - 1)) < 1e-3
edges = np.arange(len(profile) + 1) * CELL
transferred = np.concatenate([[0], np.cumsum(profile * CELL / rho_c)])
share_true = np.interp(L_T, edges, transferred)
share_naive = np.interp(lt_naive, edges, transferred)
for depth, share in [(L_T, share_true), (lt_naive, share_naive)]:
    law = 1 - np.sinh((LENGTH - depth) / L_T) / np.sinh(LENGTH / L_T)
    assert close(share, law, 1e-3)

# The false parameter pair gives the same line but another end resistance
r_false, _, _, _, re_false = measure(slope, rho_naive, LENGTH)
assert np.max(np.abs(r_false / r_true - 1)) < 1e-4
assert re_false < 0.1 * re


def recover(front, end):
    lt = LENGTH / np.arccosh(front / end)
    under = front * np.tanh(LENGTH / lt) / lt
    return lt, under, under * lt**2


lt_rec, rk_rec, rho_rec = recover(rc, re)
assert close(lt_rec, L_T, 1e-3)
assert close(rk_rec, R_k, 1e-3)
assert close(rho_rec, rho_c, 1e-3)

print(f"Gap: density {n_gap:.1e} cm^-2, mobility {mu_gap:.0f} cm2/Vs")
print(f"Under metal: density {n_under:.1e} cm^-2, mobility {mu_under:.0f} cm2/Vs")
print(f"Input rho_c = {rho_c*1e-8:.2e} ohm cm2")
print(f"Contact length L = {LENGTH:.1f} um, width W = {WIDTH:.1f} um")
print(f"R_s = {R_s:.1f} ohm/sq, R_k = {R_k:.1f} ohm/sq")
print(f"R_k/R_s = {R_k/R_s:.3f}")
print(f"True L_T = {L_T:.4f} um, 2 L_T = {2*L_T:.4f} um")
print(f"L/L_T = {LENGTH/L_T:.3f}, coth(L/L_T) = {1/np.tanh(LENGTH/L_T):.5f}")
print("Spacing (um), R with true pair (ohm), R with false pair (ohm):")
for d, rt, rf in zip(GAPS, r_true, r_false):
    print(f"  {d:.1f}, {rt/WIDTH:.2f}, {rf/WIDTH:.2f}")
print(f"Line slope times W = {slope:.1f} ohm/sq")
print(f"R_c W = {rc:.2f} ohm um, R_c = {rc/WIDTH:.3f} ohm")
print(f"Intercept x0 = {x0:.4f} um")
print(f"Long-contact formula for x0 = {2*L_T*R_k/R_s:.4f} um")
print(f"Usual reading: L_T = {lt_naive:.4f} um, rho_c = {rho_naive*1e-8:.3e} ohm cm2")
print(f"True rho_c / usual reading = {rho_c/rho_naive:.3f}")
print(f"Current entering metal within true L_T = {100*share_true:.1f} %")
print(f"Current entering metal within x0/2 = {100*share_naive:.1f} %")
print(f"End resistance R_e: true pair {re/WIDTH:.3f} ohm,"
      f" false pair {re_false/WIDTH:.5f} ohm")
print(f"R_c/R_e = {rc/re:.3f}")
print(f"Recovered L_T = {lt_rec:.4f} um, R_k = {rk_rec:.1f} ohm/sq")
print(f"Recovered rho_c = {rho_rec*1e-8:.3e} ohm cm2")

# Sizes of neglected effects; the inputs below are rough typical values
step = 0.1                          # um, doping step outside each contact
_, _, x0_step, _, _ = measure(R_k, rho_c, LENGTH, step_width=step)
mean_step = np.log(R_s / R_k) / (1 / R_k - 1 / R_s)
assert abs(x0_step - x0 - 2 * step * (mean_step / R_s - 1)) < 1e-3
print(f"Doping step {step:.2f} um wide: x0 changes by {x0_step-x0:+.4f} um")

kf_gap, kf_under = (np.sqrt(np.pi * n * 1e4) for n in (n_gap, n_under))
quantum = sc.h / sc.e**2
mfp_gap = quantum / (2 * R_s * kf_gap) * 1e9
mfp_under = quantum / (2 * R_k * kf_under) * 1e9
ballistic = quantum * np.pi / (4 * kf_gap) * 1e6
assert mfp_under < 0.1 * L_T * 1e3
print(f"Mean free path: gap {mfp_gap:.1f} nm, under metal {mfp_under:.1f} nm")
print(f"Ballistic resistance times W, whole device = {ballistic:.1f} ohm um")
print(f"Scale of its shift of x0 = {ballistic/R_s:+.4f} um")

metal_thickness, metal_resistivity = 100e-9, 2.4e-8   # m, ohm m
metal_sheet = metal_resistivity / metal_thickness
_, _, x0_metal, rc_metal, re_metal = measure(R_k, rho_c, LENGTH,
                                             metal_sheet=metal_sheet)
lt_metal = recover(rc_metal, re_metal)[0]
print(f"Metal sheet resistance = {metal_sheet:.2f} ohm/sq")
print(f"  it changes x0 by {100*(x0_metal/x0-1):+.2f} %,"
      f" recovered L_T by {100*(lt_metal/lt_rec-1):+.2f} %")

temperature, velocity = 300.0, 1e6                    # K, m/s
fermi_gap, fermi_under = (sc.hbar * velocity * k / sc.e
                          for k in (kf_gap, kf_under))
thermal = sc.k * temperature / sc.e
print(f"Fermi energy: gap {fermi_gap:.3f} eV, under metal {fermi_under:.3f} eV")
print(f"Thermal energy at {temperature:.0f} K = {thermal:.4f} eV")

current = 10e-6                                       # A
drop = current * rc / WIDTH
print(f"Test current = {current*1e6:.0f} uA, contact drop = {drop*1e3:.3f} mV")
print(f"  bound on density change under metal = {200*drop/fermi_under:.2f} %")
oxide, oxide_conductivity = 300e-9, 1.4               # m, W/(m K)
heat = (current / (WIDTH * 1e-6))**2 * R_s
print(f"Gap self-heating through {oxide*1e9:.0f} nm oxide ="
      f" {heat*oxide/oxide_conductivity:.1e} K")
print("all good")
```

Output:

```
Network x0/(2 L_T), dimensionless, against formula:
  R_k/R_s=0.4, L=4.0 um, L/L_T=3.65: 0.4005, 0.4005
  R_k/R_s=1.0, L=4.0 um, L/L_T=5.77: 1.0000, 1.0000
  R_k/R_s=2.5, L=4.0 um, L/L_T=9.12: 2.5002, 2.5000
  R_k/R_s=1.0, L=0.5 um, L/L_T=0.72: 1.6191, 1.6190
Gap: density 3.0e+12 cm^-2, mobility 2000 cm2/Vs
Under metal: density 1.0e+13 cm^-2, mobility 1500 cm2/Vs
Input rho_c = 5.00e-06 ohm cm2
Contact length L = 4.0 um, width W = 10.0 um
R_s = 1040.3 ohm/sq, R_k = 416.1 ohm/sq
R_k/R_s = 0.400
True L_T = 1.0962 um, 2 L_T = 2.1924 um
L/L_T = 3.649, coth(L/L_T) = 1.00135
Spacing (um), R with true pair (ohm), R with false pair (ohm):
  2.0, 299.40, 299.41
  4.0, 507.45, 507.46
  6.0, 715.50, 715.51
  8.0, 923.55, 923.56
  10.0, 1131.60, 1131.61
Line slope times W = 1040.3 ohm/sq
R_c W = 456.75 ohm um, R_c = 45.675 ohm
Intercept x0 = 0.8781 um
Long-contact formula for x0 = 0.8770 um
Usual reading: L_T = 0.4391 um, rho_c = 2.005e-06 ohm cm2
True rho_c / usual reading = 2.493
Current entering metal within true L_T = 63.4 %
Current entering metal within x0/2 = 33.1 %
End resistance R_e: true pair 2.375 ohm, false pair 0.01010 ohm
R_c/R_e = 19.231
Recovered L_T = 1.0962 um, R_k = 416.1 ohm/sq
Recovered rho_c = 5.000e-06 ohm cm2
Doping step 0.10 um wide: x0 changes by -0.0779 um
Mean free path: gap 40.4 nm, under metal 55.3 nm
Ballistic resistance times W, whole device = 66.0 ohm um
Scale of its shift of x0 = +0.0635 um
Metal sheet resistance = 0.24 ohm/sq
  it changes x0 by +0.13 %, recovered L_T by +0.23 %
Fermi energy: gap 0.202 eV, under metal 0.369 eV
Thermal energy at 300 K = 0.0259 eV
Test current = 10 uA, contact drop = 0.457 mV
  bound on density change under metal = 0.25 %
Gap self-heating through 300 nm oxide = 2.2e-04 K
all good
```
